# Why more carrier gas can slow growth at fixed precursor feed

At fixed precursor feed, pressure and temperature, adding inert carrier gas to a deposition reactor lowers the mean rate of a first-order surface reaction, provided the precursor is not lost in the gas before it reaches the surface. For a well-mixed reactor the deposition flux is

$$J=\frac{F}{A+Q/k+Q/h},$$

where $F$ is the precursor feed in moles per second, $A$ the reacting area, $Q$ the volumetric flow at reactor pressure and temperature, $k$ the surface rate constant and $h$ the mass-transfer coefficient (both velocities). When the surface reaction is the slow step and little precursor is consumed, this becomes $J\approx kF/Q$: ten times the flow gives about a tenth of the growth.

## The belief and its appeal

The contrary belief runs as follows. Gas flow brings precursor to the surface and sweeps away depleted gas. A faster stream also thins the layer through which precursor must diffuse. More flow should therefore mean more growth.

Each of these effects is real. The conclusion follows if the incoming mole fraction stays fixed, because more total flow then also means more precursor. It does not follow when only the carrier is increased. The supply $F$ is then unchanged, while each unit volume of gas contains less precursor. A surface reaction responds to the concentration beside it, not to the speed of the gas.

## From feed to growth rate

Let $F_c$ be the carrier feed and $F_{\rm tot}=F+F_c$. For an ideal gas at pressure $P$ and temperature $T$,

$$Q=\frac{F_{\rm tot}RT}{P},\qquad c_{\rm in}=\frac{F}{Q}.$$

The second relation says that precursor entering per second equals concentration times volume entering per second. With $F$, $P$ and $T$ fixed, adding carrier raises $Q$ and lowers $c_{\rm in}$ in inverse proportion.

Let $c$ be the concentration in the bulk gas and $c_s$ that at the surface. In steady state the flux arriving by transport equals the flux consumed:

$$J=h(c-c_s)=kc_s.$$

Solving the second equality gives $c_s=hc/(h+k)$, so

$$J=Kc,\qquad K=\frac{hk}{h+k},\qquad \frac1K=\frac1k+\frac1h.$$

The two steps act as resistances in series. Kinetic control means $k\ll h$, hence $K\approx k$ and $c_s\approx c$. Thinning the diffusion layer then removes a resistance that was already negligible.

Now suppose that the reactor is well mixed, so that gas leaves at the bulk concentration $c$. The precursor is taken to be dilute, so the reaction does not appreciably change the gas volume. What enters either leaves or deposits:

$$F=Qc+AKc.$$

Therefore $c=F/(Q+AK)$ and

$$J=Kc=\frac{KF}{Q+AK}=\frac{F}{A+Q/K}.$$

Inserting $1/K=1/k+1/h$ gives the opening result.

The flow also changes $h$, so the benefit of a thinner layer must be included before the sign is decided. Let $h\propto Q^m$. Then $Q/h\propto Q^{1-m}$, and the logarithmic derivative of the flux is

$$\frac{d\ln J}{d\ln Q}
=-\frac{Q/k+(1-m)Q/h}{A+Q/k+Q/h}.$$

For $0\le m<1$ both terms in the numerator are positive, so the slope is negative. Better transport weakens the effect of dilution but does not reverse it in this model. There are three limits:

- Kinetic control with little depletion, where $Q/k$ dominates the denominator, gives a slope of $-1$.
- Transport control with little depletion, where $Q/h$ dominates, gives $-(1-m)$.
- Nearly complete consumption, where $A$ dominates, gives a slope near zero. Almost all the feed deposits, and $J\approx F/A$.

## Where more flow does help

Laminar flow between parallel plates provides a value of $m$. Let the gap be $H$, the reacting length $L$, the diffusion coefficient $D$ and the mean speed $\bar u$. The velocity at height $y$ is $u=6\bar u(y/H)(1-y/H)$, so near the wall $u\approx\gamma y$ with $\gamma=6\bar u/H$.

If the surface consumes precursor as fast as it arrives, a depleted layer of thickness $\delta\ll H$ forms. Its size follows from equating the time to diffuse across it with the time to travel past the surface at height $\delta$:

$$\frac{\delta^2}{D}\sim\frac{L}{\gamma\delta}
\quad\Longrightarrow\quad
\delta^3\sim\frac{DL}{\gamma}\propto\frac1Q.$$

Since $h\sim D/\delta$, we have $m=1/3$. With little overall depletion, $J\approx hc_{\rm in}$. This gives

$$J\propto Q^{1/3}\frac1Q=Q^{-2/3}\quad\text{at fixed }F,$$

$$J\propto Q^{1/3}\quad\text{at fixed mole fraction.}$$

A numerical solution for parabolic flow over a perfectly absorbing wall, with $DL/(\bar uH^2)$ between $2\times10^{-4}$ and $4\times10^{-4}$, gives a slope of $-0.66$ at fixed feed. Multiplying the feed by $Q$ adds one to the slope and gives $+0.34$ at fixed mole fraction. The same flow and the same diffusion layer thus yield opposite trends, depending on what is held fixed.

Under kinetic control, even a fixed mole fraction offers only a limited gain. Put $F=c_{\rm in}Q$ and $K=k$ into the well-mixed result:

$$J=\frac{c_{\rm in}Q}{A+Q/k}
=\frac{kc_{\rm in}}{1+kA/Q}.$$

More flow removes depletion, and the rate approaches the ceiling $kc_{\rm in}$. After that, extra precursor mostly passes through the reactor unused.

## A tenfold increase in flow

Consider low-pressure deposition of tin dioxide from tetramethyltin in dry air. The parameters are rough round values: 5 Torr, 750 K, a precursor feed of 2 sccm, a reacting surface of 20 cm by 20 cm and a gap of 2 cm. The surface law is assumed to be first order in precursor, with $k=0.5$ cm/s. The diffusion coefficient is $D=50$ cm²/s, and the film's molar volume is 22 cm³/mol. Dry air is the carrier, so at fixed total pressure dilution changes the oxygen pressure by less than 1%, and the added gas acts as an inert diluent.

The feed of 2 sccm is $1.487\times10^{-6}$ mol/s. At a total flow of 200 sccm, $Q=1391$ cm³/s. In the kinetic limit $1/h$ is dropped, and the well-mixed formula gives

$$J=\frac{1.487\times10^{-6}}{400+1391/0.5}
=4.67\times10^{-10}\ {\rm mol\,cm^{-2}\,s^{-1}}.$$

Multiplying by 22 cm³/mol, by $10^7$ nm/cm and by 60 s/min gives 6.17 nm/min. At 2000 sccm, $Q=13912$ cm³/s and the same arithmetic gives 0.70 nm/min.

A two-dimensional calculation removes the assumption of perfect mixing. It includes parabolic flow and diffusion both along and across the channel, with reaction at the lower wall. Its mean growth rates are:

| Total flow (sccm) | Fixed feed (nm/min) | Fixed mole fraction (nm/min) |
|---:|---:|---:|
| 200 | 6.47 | 6.47 |
| 500 | 2.72 | 6.80 |
| 1000 | 1.38 | 6.90 |
| 2000 | 0.70 | 6.96 |

At fixed feed, the inlet partial pressure falls from 50 to 5 mTorr and growth falls to 0.1075 of its initial value. The fall is slightly less than tenfold because depletion also diminishes: the share of precursor deposited drops from 13.2% to 1.4%.

In the last column the precursor feed rises from 2 to 20 sccm along with the total flow. This tenfold supply raises growth by only 7.5%. The no-depletion ceiling is 7.06 nm/min, so there was little left to gain.

## Depletion along the surface

A mean rate can hide different behaviour at different places. In plug flow, gas moves downstream without axial mixing and is uniform across the channel. Let $a$ be the reacting area already passed. Under kinetic control, the balance over a further area $da$ is $Q\,dc=-kc\,da$. With $c=F/Q$ at the inlet,

$$c(a)=\frac FQ e^{-ka/Q},\qquad
j(a)=\frac{kF}{Q}e^{-ka/Q},$$

where $j$ is the local flux. Averaging over the whole surface gives

$$J=\frac1A\int_0^A j(a)\,da
=\frac FA\left(1-e^{-kA/Q}\right).$$

The mean falls as $Q$ rises, because $kA/Q$ becomes smaller. The local slope, however, is

$$\frac{d\ln j}{d\ln Q}=-1+\frac{ka}{Q}.$$

A downstream spot therefore gains from extra carrier while $Q<ka$. There, the relief of upstream depletion outweighs dilution. Once $Q>ka$, the spot loses as well.

In the example $kA=200$ cm³/s, well below every $Q$ considered, so plug flow predicts no gain anywhere on the surface. A faster surface with $k=10$ cm/s has $kA=4000$ cm³/s. For the four flows in the table, the two-dimensional calculation gives downstream-edge rates of 13.9, 18.6, 14.9 and 9.6 nm/min. The mean rates are 43.6, 30.6, 19.3 and 10.9 nm/min. The edge values assume zero axial gradient where the reacting wall ends. With 10 cm of inert wall before and after the surface, the edge rates are 4 to 6% higher and the means change by about 0.1%. Either way the edge first gains and then loses, while the mean falls throughout. A thickness measured only at the outlet could therefore suggest that carrier had increased total deposition when it had reduced it. This faster case is not purely kinetic, since $kH/D=0.4$. Its edge rate peaks near $Q=3200$ cm³/s, somewhat below the plug-flow value $kA=4000$ cm³/s.

## What the pump holds fixed

The tenfold fall assumes that a throttle or controller keeps $P$ constant. Suppose instead that the pump removes a fixed volume $S$ per second, measured at reactor conditions. Then $Q=S$, and the total pressure and precursor partial pressure $p$ are

$$P=\frac{F_{\rm tot}RT}{S},\qquad
p=P\frac{F}{F_{\rm tot}}=\frac{FRT}{S}.$$

Carrier lowers the mole fraction but raises the total pressure by the compensating factor. The inlet partial pressure is unchanged.

With $S$ set to the initial 1391 cm³/s, increasing the total flow to 2000 sccm raises the pressure to 50 Torr. Growth becomes 6.16 nm/min, compared with 6.47 at the start. The calculation takes $D\propto1/P$, so $kH/D$, the resistance to diffusion across the full gap relative to that of the reaction, rises from 0.02 to 0.2. Kinetic control is becoming less complete. This comparison also assumes that the tenfold rise in oxygen pressure does not affect the surface rate.

## When dilution speeds the reaction

The sign also depends on the rate law. For a general surface rate $r(c)$ under kinetic control, the well-mixed balance is $F=Qc+Ar(c)$. Differentiating with respect to $Q$ at fixed $F$ gives

$$0=c+Q\frac{dc}{dQ}+Ar'\frac{dc}{dQ},
\qquad
\frac{dc}{dQ}=-\frac{c}{Q+Ar'},$$

where $r'=dr/dc$. Define the local reaction order as $n=d\ln r/d\ln c=cr'/r$. Then

$$\frac{d\ln r}{d\ln Q}
=\frac{Qr'}{r}\frac{dc}{dQ}
=-\frac{nQ}{Q+Ar'}.$$

Where $Q+Ar'>0$, dilution slows a reaction of positive order, leaves one of zero order unchanged and speeds one of negative order.

Negative order can arise when an adsorbed precursor needs an empty neighbouring site. If adsorption and desorption balance, the occupied fraction $\theta$ satisfies $bc=\theta/(1-\theta)$, where $b$ is the adsorption constant. With randomly occupied sites the rate is proportional to $\theta(1-\theta)$, which gives

$$r=\frac{kc}{(1+bc)^2},\qquad
n=1-\frac{2bc}{1+bc}=\frac{1-bc}{1+bc}.$$

For $bc>1$ the surface is crowded, and dilution frees sites faster than it reduces the supply of reactant.

Take $k=0.5$ cm/s again and choose $b$ so that $bc_{\rm in}=3$ at 200 sccm. The four flows then give 0.44, 0.58, 0.55 and 0.42 nm/min, while $bc$ falls through 2.97, 1.19, 0.59 and 0.30. Growth rises at first and later falls, as the change in sign at $bc=1$ requires. This is a model of inhibition, not a claimed mechanism for tetramethyltin.

## The model beside a real reactor

The pressure, temperature and flows are meant to represent low-pressure oxide deposition only roughly, and $k$ is a chosen constant, not a measured one. A rate of several nanometres per minute is plausible for a slow thermal process; 0.7 nm/min would be slow for making thick films. Another assumption is constant surface temperature. Heating the additional 1800 sccm of gas from 300 to 750 K takes about 18 W. Suppose that all this heat comes from the surface, without temperature feedback, and is replaced by radiation with an emissivity of 0.5. The surface then cools by 9 to 10 K. For an assumed activation energy of 1 eV, growth falls by a further 17 to 18%, taking 0.70 nm/min to about 0.6. Cooling therefore strengthens the trend.

Oxygen depletion is smaller. If each tetramethyltin molecule that deposits consumes eight oxygen molecules, about 5% of the oxygen supplied is used at the lowest flow. Gas-phase chemistry is less certain. The wall removes precursor at a rate $k/H=0.25$ s⁻¹ per unit of gas-phase concentration, so a gas-phase loss with the same rate constant would consume as much precursor as the wall does. If its products do not deposit, it adds another 200 cm³/s to the denominator $Q+kA$ of the well-mixed concentration. In that formula growth then falls by about 11% at 200 sccm and 1.4% at 2000 sccm. In the two-dimensional channel the falls are smaller, about 7% and 0.8%. The trend with flow survives. A much faster loss above the surface flattens it: at 25 s⁻¹ tenfold flow lowers growth by only about a quarter. If the gas first crosses a hot zone, the trend can reverse, because faster flow carries more precursor through intact. With a 10 cm hot inlet section and a loss constant of 10 s⁻¹, the four flows give 0.13, 0.36, 0.46 and 0.39 nm/min.

A flow experiment therefore needs its fixed quantities stated. At fixed $F$, $P$ and $T$, a fall in growth does not by itself establish kinetic control, because the transport-limited rate falls too. With little depletion and first-order kinetics, the exponent separates the two cases: near $-1$ for surface reaction, and near $-2/3$ for transport through a thin layer in laminar channel flow. The second value requires $DL/(\bar uH^2)\ll1$, which often fails at low pressure, where diffusion is fast. In the example reactor this ratio falls only from 7.2 to 0.72 over the four flows. A perfectly absorbing wall there would capture at least 84% of the feed, and tenfold flow would lower growth by only about 16%. A slope near $-1$ also does not exclude a slow gas-phase step. If the precursor converts at 0.25 s⁻¹ into an intermediate that sticks on every wall collision and has the same $D$, the channel without axial diffusion gives a slope of $-0.98$ at 200 sccm, steepening to $-1.4$ at 2000 sccm. The example therefore does not establish surface control for tetramethyltin. The remaining rates and estimates are listed in the numerical output.

## Computed values

```
Pressure: 5.0 Torr; temperature: 750 K
Precursor feed: 2.0 sccm = 1.487e-06 mol/s
Surface: 20 cm x 20 cm; gap: 2.0 cm
Surface constant k: 0.50 cm/s; D: 50 cm2/s
Film molar volume: 22.0 cm3/mol
Total flow (sccm): 200, 500, 1000, 2000
Volumetric flow Q (cm3/s): 1391, 3478, 6956, 13912
Precursor mole fraction (%): 1.00, 0.40, 0.20, 0.10
Inlet partial pressure (mTorr): 50.0, 20.0, 10.0, 5.0
k A: 200 cm3/s
Growth rates below are in nm/min, in order of total flow
Fixed feed, 2D calculation: 6.470, 2.719, 1.381, 0.696
Fixed feed, well-mixed formula: 6.169, 2.669, 1.372, 0.696
Fixed feed, plug-flow formula: 6.572, 2.743, 1.391, 0.700
2D growth ratio, last/first: 0.1075
Precursor deposited, 2D (%): 13.18, 5.54, 2.81, 1.42
Well-mixed slope dlnJ/dlnQ: -0.874, -0.946, -0.972, -0.986
Fixed mole fraction, 2D: 6.470, 6.797, 6.903, 6.956
Its no-depletion ceiling: 7.055 nm/min
Fixed pump, 2000 sccm: pressure 50 Torr
Fixed pump, same case: growth 6.160 nm/min
Transport-limited slope, fixed feed: -0.6634
Transport-limited slope, fixed fraction: 0.3366
Faster surface k: 10.0 cm/s; k A: 4000 cm3/s
Faster surface, mean growth: 43.561, 30.570, 19.254, 10.902
Faster surface, edge growth: 13.856, 18.574, 14.946, 9.554
All-feed-deposited ceiling: 49.08 nm/min
Self-inhibited growth: 0.443, 0.584, 0.550, 0.416
Self-inhibited b c: 2.973, 1.186, 0.593, 0.297
Transverse ratio k gap/D, 5 Torr: 0.0200
Transverse ratio, fixed pump case: 0.200
Axial Peclet number: 13.9, 34.8, 69.6, 139.1
Oxygen consumed at lowest flow: 5.07 %
Oxygen pressure change on dilution: 0.91 %
Viscosity: 3.5e-05 Pa s
Pressure drop at highest flow: 0.730 Pa
Pressure drop / pressure: 0.110 %
Extra gas heating, 300 to 750 K: 17.5 W
Emissivity: 0.5; activation: 1.0 eV
Surface cooling without feedback: 9.2 K
Further growth loss from cooling: 17.4 %
Residence time (s): 0.575, 0.230, 0.115, 0.058
Gas loss constant rivaling wall: 0.250 1/s
```
